**Exit laws of parallel replica and temperature-accelerated dynamics in a two-exit basin**

From the quasi-stationary distribution, the exit time is exponential with rate λ and independent of the channel, so N replicas with a summed clock reproduce the exit law of one walker. High-temperature first exits, stretched by exp[E(1/kT_low − 1/kT_high)] with E the barrier, give the low-temperature exit when rates are Arrhenius. The program asserts that long conditioned evolution reaches the eigenvector distribution, and that rates and branching agree with continuum quadrature. It also asserts the replica law for a good start, the bound on the change of branching for an imperfect start, the failure of the law for a start beside a saddle, and the discrete clock N(m−1)+K in simulated trajectories, where m is the exit step and K the index of the exiting replica. For the accelerated method it asserts the independence of first arrivals at one pair of times, the saddle prefactor with its √kT correction, and the rate of missed winners under the stopping rule. The output shows a missed fraction of about 0.0025, against a worst case of 0.030 per channel for tolerance δ = 0.1. The extrapolated low-temperature rate is 8% below the directly computed one, which measures the error of the Arrhenius assumption in this model.

## Check in Python

```python
"""Parallel replica and temperature-accelerated dynamics in a two-exit basin.

Results under test:
 1. From the quasi-stationary distribution (QSD) the exit time is exponential
    and independent of the exit channel; for N replicas, N * (first exit time)
    and the channel of that exit have the same law as for one walker.
 2. First exits at a high temperature, multiplied by exp(E_i*(1/kTl - 1/kTh)),
    give the low-temperature exit if rates are Arrhenius; one may stop at
    t_stop = (L/nu_min)*(nu_min*s/L)**(kTl/kTh), L = ln(1/delta),
    where s is the shortest extrapolated time seen so far.
Symbols: V potential (eV), x position (angstrom), time in ps, kT in eV,
mobility in angstrom^2/(eV ps), E barrier, k channel rate, lam total rate.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import trapezoid, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal, expm

rng = np.random.default_rng(12345)
stiff, a, b, mobility = 2.0, 1.0, 1.1, 1.0
kT_low, kT_high = 0.05, 0.10
n_rep = 8


def potential(x):
    return stiff * (x**2 / 2 + x**3 / 3 * (1 / a - 1 / b) - x**4 / (4 * a * b))


def show(label, value, unit="", fmt=".5g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


def basin_chain(n_inside, kT):
    """Reversible nearest-neighbour chain, absorbed at both saddles."""
    x = np.linspace(-a, b, n_inside + 2)
    v = potential(x)
    base = mobility * kT / (x[1] - x[0])**2
    up = base * np.exp(-(v[2:] - v[1:-1]) / (2 * kT))
    down = base * np.exp(-(v[:-2] - v[1:-1]) / (2 * kT))
    vals, vecs = eigh_tridiagonal(up + down, -base * np.ones(n_inside - 1))
    root_weight = np.exp(-v[1:-1] / (2 * kT))
    qsd = np.abs(vecs[:, 0]) * root_weight
    qsd /= qsd.sum()
    return SimpleNamespace(
        x=x[1:-1], kT=kT, up=up, down=down, vals=vals, vecs=vecs,
        root=root_weight, qsd=qsd, lam=vals[0],
        k=np.array([qsd[0] * down[0], qsd[-1] * up[-1]]))


def continuum_time_and_split(chain):
    """Mean exit time and right-exit probability from the QSD by quadrature."""
    n = len(chain.x)
    xf = np.linspace(-a, b, 10 * (n + 1) + 1)
    grow = np.exp(potential(xf) / chain.kT)
    scale = cumulative_trapezoid(grow, xf, initial=0)
    committor = scale / scale[-1]
    mass = cumulative_trapezoid(1 / grow, xf, initial=0) / (mobility * chain.kT)
    nested = cumulative_trapezoid(grow * mass, xf, initial=0)
    mean_time = committor * nested[-1] - nested
    inner = slice(10, -1, 10)
    return chain.qsd @ mean_time[inner], chain.qsd @ committor[inner]


def first_of_replicas(chain, start, n):
    """Right-exit probability of the first exit, and n * mean first exit time."""
    t = np.exp(np.linspace(np.log(1e-6), np.log(40 / chain.lam), 4000))
    amp = chain.vecs.T @ (start / chain.root)
    decay = np.exp(-np.outer(t, chain.vals))
    survive = decay @ (amp * (chain.vecs.T @ chain.root))
    flux_r = decay @ (amp * chain.vecs[-1]) * chain.root[-1] * chain.up[-1]
    logt = np.log(t)
    p_right = trapezoid(n * survive**(n - 1) * flux_r * t, logt)
    return p_right, n * trapezoid(survive**n * t, logt)


# ---- rates of the model basin, checked against continuum quadrature
low, high = basin_chain(419, kT_low), basin_chain(419, kT_high)
barrier = np.array([potential(-a), potential(b)])
for chain in (low, high):
    t_mean, p_r = continuum_time_and_split(chain)
    assert abs(t_mean * chain.lam - 1) < 3e-3
    assert abs(p_r / (chain.k[1] / chain.lam) - 1) < 3e-3
    assert abs(chain.k.sum() / chain.lam - 1) < 1e-5
p_low, p_high = low.k[1] / low.lam, high.k[1] / high.lam

# ---- QSD from its definition: long conditioned evolution from one point
n_in = len(high.x)
gen = (np.diag(high.up[:-1], 1) + np.diag(high.down[1:], -1)
       - np.diag(high.up + high.down))
one_ps = expm(gen)
point = np.zeros(n_in)
point[np.argmin(np.abs(high.x + 0.9))] = 1.0
x_start = high.x[np.argmax(point)]
law, distance, laws = point.copy(), {}, {}
for step in range(1, 21):
    law = law @ one_ps
    law /= law.sum()
    laws[step] = law.copy()
    distance[step] = 0.5 * np.abs(law - high.qsd).sum()
gap = high.vals[1] - high.vals[0]
assert distance[20] < 1e-8
assert abs(np.log(distance[8] / distance[10]) / 2 / gap - 1) < 0.01

# ---- exit law from the QSD, and its failure from a single point
exit_right = np.zeros(n_in)
exit_right[-1] = high.up[-1]
committor = np.linalg.solve(gen, -exit_right)
evolved = laws[20].copy()
for step in range(100):
    evolved = evolved @ one_ps
survival_100 = evolved.sum()
assert abs(survival_100 / np.exp(-100 * high.lam) - 1) < 1e-6
assert abs(evolved @ committor / (survival_100 * p_high) - 1) < 1e-6
p_point = point @ committor
assert abs(p_point - p_high) > 0.05

# ---- replicas: good start, bad start, finite preparation
p_good, t_good = first_of_replicas(high, laws[20], n_rep)
assert abs(p_good / p_high - 1) < 1e-4 and abs(t_good * high.lam - 1) < 1e-4
p_bad, t_bad = first_of_replicas(high, point, n_rep)
assert abs(p_bad - p_high) > 0.05 and t_bad * high.lam < 0.5
prep = 5
p_prep, t_prep = first_of_replicas(high, laws[prep], n_rep)
assert abs(p_prep - p_high) <= n_rep * distance[prep] + 1e-6

# ---- discrete-time replica trajectories on a coarse hot chain
hot, dt, runs = basin_chain(6, 0.3), 0.1, 40000
p_step, p_hot = hot.lam * dt, hot.k[1] / hot.lam
go_left = np.concatenate(([0], hot.down * dt, [0]))
go_right = np.concatenate(([0], hot.up * dt, [0]))
assert np.all(go_left + go_right < 1)
site = rng.choice(6, size=(runs, n_rep), p=hot.qsd) + 1
clock, naive, chan = [], [], []
step = 0
while len(site):
    step += 1
    u = rng.random(site.shape)
    site = site + (u > 1 - go_right[site]).astype(int) - (u < go_left[site])
    out = (site == 0) | (site == 7)
    done = out.any(axis=1)
    who = out[done].argmax(axis=1)
    clock.append(n_rep * (step - 1) + who + 1)
    naive.append(np.full(done.sum(), n_rep * step))
    chan.append(site[done][np.arange(done.sum()), who] == 7)
    site = site[~done]
clock, naive, chan = map(np.concatenate, (clock, naive, chan))
err = clock.std() / np.sqrt(runs)
assert abs(clock.mean() - 1 / p_step) < 5 * err
assert naive.mean() - 1 / p_step > 5 * err
assert abs(chan.mean() - p_hot) < 5 * np.sqrt(p_hot * (1 - p_hot) / runs)
assert abs(np.corrcoef(clock, chan)[0, 1]) < 5 / np.sqrt(runs)
for m in (5, 20, 60):
    expect = (1 - p_step)**m
    sigma = np.sqrt(expect * (1 - expect) / runs)
    assert abs((clock > m).mean() - expect) < 5 * sigma

# ---- Arrhenius law: saddle-point prefactor and its sqrt(kT) correction
curv = stiff * np.array([1 + a / b, 1 + b / a])
cubic = stiff * np.array([2 / a + 4 / b, 4 / a + 2 / b]) / 6
prefactor = mobility * np.sqrt(stiff * curv) / np.pi
root_coef = 4 * cubic / (np.sqrt(2 * np.pi) * curv**1.5)


def reduced_rates(kT):
    """Channel rates times exp(E/kT), from well and barrier integrals."""
    x = np.linspace(-a, b, 420001)
    v = potential(x)
    well = trapezoid(np.exp(-v / kT), x)
    parts = (slice(None, 200001), slice(200000, None))
    return np.array([mobility * kT / well
                     / trapezoid(np.exp((v[p] - e) / kT), x[p])
                     for p, e in zip(parts, barrier)])


assert np.allclose(reduced_rates(kT_low) * np.exp(-barrier / kT_low),
                   low.k, rtol=5e-3)
tiny = 1e-5
slope = (1 - reduced_rates(tiny) / prefactor) / np.sqrt(tiny)
assert np.allclose(slope, root_coef, rtol=0.03)

# ---- temperature-accelerated runs built from successive high-T exits
delta, nu_min = 0.1, 0.5
big_l = np.log(1 / delta)
d_beta = 1 / kT_low - 1 / kT_high
stretch = np.exp(barrier * d_beta)
eff_pref = high.k * np.exp(barrier / kT_high)
assert np.all(eff_pref > nu_min)


def t_stop(s):
    return big_l / nu_min * (nu_min * s / big_l)**(kT_low / kT_high)


runs_t = 100000
arrival = np.cumsum(rng.exponential(1 / high.lam, (runs_t, 100)), axis=1)
is_right = rng.random((runs_t, 100)) < p_high
assert np.all(is_right.any(axis=1) & (~is_right).any(axis=1))
rows = np.arange(runs_t)
first = np.stack([arrival[rows, (~is_right).argmax(axis=1)],
                  arrival[rows, is_right.argmax(axis=1)]], axis=1)
joint = np.mean((first[:, 0] > 100) & (first[:, 1] > 300))
joint_law = np.exp(-high.k @ np.array([100.0, 300.0]))
assert abs(joint - joint_law) < 5 * np.sqrt(joint_law / runs_t)

extrap = first * stretch
seen = first.argmin(axis=1)
other = 1 - seen
s_seen, s_other = extrap[rows, seen], extrap[rows, other]
stop_one = np.maximum(first[rows, seen], t_stop(s_seen))
unseen = first[rows, other] > stop_one
missed = unseen & (s_other < s_seen)
best = np.minimum(s_seen, s_other)
reported = np.where(unseen, s_seen, best)
stop_time = np.where(unseen, stop_one,
                     np.maximum(first[rows, other], t_stop(best)))
winner_right = np.where(unseen, seen, extrap.argmin(axis=1))
swapped = np.mean(seen != extrap.argmin(axis=1))

k_tad = high.k / stretch
lam_tad, p_tad = k_tad.sum(), k_tad[1] / k_tad.sum()
assert abs(best.mean() * lam_tad - 1) < 5 / np.sqrt(runs_t)
assert abs(np.mean(extrap.argmin(axis=1)) - p_tad) < 5 * np.sqrt(p_tad / runs_t)
assert abs(lam_tad / low.lam - 1) < 0.15

# ---- missed winners: simulation, quadrature, and worst case over channels
t = np.linspace(1e-6, 8000, 400001)
late = np.maximum(t, t_stop(t * stretch[1]))
window = (np.exp(-high.k[0] * late)
          - np.exp(-high.k[0] * t * stretch[1] / stretch[0]))
miss_law = trapezoid(high.k[1] * np.exp(-high.k[1] * t)
                     * np.maximum(window, 0), t)
assert abs(missed.mean() - miss_law) < 5 * np.sqrt(miss_law / runs_t) + 1e-5


def scan_miss(factors):
    """Largest chance that an unseen channel still wins, by direct search."""
    e = np.linspace(0, 1, 20001)
    top = 0.0
    for s in (1e3, 1e4, 1e5):
        for f in factors:
            k = f * nu_min * np.exp(-e / kT_high)
            chance = np.exp(-k * t_stop(s)) - np.exp(-k * s * np.exp(-e * d_beta))
            top = max(top, chance.max())
    return top


u = np.linspace(1, 20, 200001)
worst = np.max(np.exp(-big_l * u**(kT_low / kT_high)) - np.exp(-big_l * u))
scan_ok, scan_bad = scan_miss((1, 1.5, 3, 10)), scan_miss((0.1,))
assert abs(scan_ok / worst - 1) < 1e-3 and scan_ok < delta < scan_bad
assert missed.mean() < 2 * worst

# ---- numbers for the text
show("Stiffness at minimum", stiff, "eV/angstrom^2")
show("Left saddle position", -a, "angstrom")
show("Right saddle position", b, "angstrom")
show("Mobility", mobility, "angstrom^2/(eV ps)")
show("Low kT", kT_low, "eV")
show("High kT", kT_high, "eV")
show("Left barrier", barrier[0], "eV")
show("Right barrier", barrier[1], "eV")
show("High-T left rate", high.k[0], "1/ps")
show("High-T right rate", high.k[1], "1/ps")
show("High-T mean exit time", 1 / high.lam, "ps")
show("High-T right-exit probability", p_high)
show("High-T spectral gap", gap, "1/ps")
show("Replicas", n_rep, "", "d")
show("Replica clock mean, QSD start", t_good, "ps")
show("Replica right-exit prob., QSD start", p_good)
show("Bad start position", x_start, "angstrom")
show("One walker right-exit prob., bad start", p_point)
show("Replica clock mean, bad start", t_bad, "ps")
show("Replica right-exit prob., bad start", p_bad, "", ".3g")
show("Preparation time", prep, "ps", "d")
show("Distance to QSD after preparation", distance[prep], "", ".3g")
show("Replica right-exit prob., prepared", p_prep)
show("Replica clock mean, prepared", t_prep, "ps")
show("Discrete test: kT", hot.kT, "eV")
show("Discrete test: exact mean exit", 1 / p_step, "steps", ".4g")
show("Discrete test: clock N(m-1)+K", clock.mean(), "steps", ".4g")
show("Discrete test: clock N*m", naive.mean(), "steps", ".4g")
show("Discrete test: standard error", err, "steps", ".2g")
show("Saddle prefactor left", prefactor[0], "1/ps", ".4g")
show("Saddle prefactor right", prefactor[1], "1/ps", ".4g")
show("sqrt(kT) coefficient left", root_coef[0], "eV^-1/2", ".4g")
show("sqrt(kT) coefficient right", root_coef[1], "eV^-1/2", ".4g")
show("High-T effective prefactor left", eff_pref[0], "1/ps", ".4g")
show("High-T effective prefactor right", eff_pref[1], "1/ps", ".4g")
show("Stretch factor left", stretch[0])
show("Stretch factor right", stretch[1])
show("delta", delta)
show("nu_min", nu_min, "1/ps")
show("t_stop for s = 10000 ps", t_stop(1e4), "ps", ".4g")
show("Runs whose first exit is not the winner", swapped, "", ".3g")
show("Missed winners, simulated", missed.mean(), "", ".2g")
show("Missed winners, quadrature", miss_law, "", ".3g")
show("Worst-case miss per channel", worst, "", ".3g")
show("Worst miss, prefactor nu_min/10", scan_bad, "", ".3g")
show("Mean high-T time to stop", stop_time.mean(), "ps", ".4g")
show("Mean reported low-T time", reported.mean(), "ps", ".4g")
show("Reported right-exit fraction", winner_right.mean(), "", ".3g")
show("Extrapolated low-T mean exit time", 1 / lam_tad, "ps")
show("Direct low-T mean exit time", 1 / low.lam, "ps")
au_ps = physical_constants["atomic unit of time"][0] * 1e12
show("Direct low-T mean exit time", 1 / low.lam / au_ps, "atomic units", ".4g")
show("Low-T wall time with replicas", 1 / low.lam / n_rep, "ps")
show("Extrapolated/direct low-T rate", lam_tad / low.lam, "", ".4g")
show("Extrapolated low-T right-exit prob.", p_tad, "", ".4g")
show("Direct low-T right-exit prob.", p_low, "", ".4g")
show("Low-T time per high-T time", reported.mean() / stop_time.mean(), "", ".3g")
print("OK")
```

Output:

```
Stiffness at minimum: 2 eV/angstrom^2
Left saddle position: -1 angstrom
Right saddle position: 1.1 angstrom
Mobility: 1 angstrom^2/(eV ps)
Low kT: 0.05 eV
High kT: 0.1 eV
Left barrier: 0.48485 eV
Right barrier: 0.62517 eV
High-T left rate: 0.0055493 1/ps
High-T right rate: 0.0014768 1/ps
High-T mean exit time: 142.33 ps
High-T right-exit probability: 0.21019
High-T spectral gap: 1.736 1/ps
Replicas: 8
Replica clock mean, QSD start: 142.33 ps
Replica right-exit prob., QSD start: 0.21019
Bad start position: -0.9 angstrom
One walker right-exit prob., bad start: 0.081014
Replica clock mean, bad start: 0.26943 ps
Replica right-exit prob., bad start: 0.000103
Preparation time: 5 ps
Distance to QSD after preparation: 0.000268
Replica right-exit prob., prepared: 0.21016
Replica clock mean, prepared: 142.32 ps
Discrete test: kT: 0.3 eV
Discrete test: exact mean exit: 38.78 steps
Discrete test: clock N(m-1)+K: 38.79 steps
Discrete test: clock N*m: 42.42 steps
Discrete test: standard error: 0.19 steps
Saddle prefactor left: 0.8796 1/ps
Saddle prefactor right: 0.9225 1/ps
sqrt(kT) coefficient left: 0.4018 eV^-1/2
sqrt(kT) coefficient right: 0.3596 eV^-1/2
High-T effective prefactor left: 0.7078 1/ps
High-T effective prefactor right: 0.7663 1/ps
Stretch factor left: 127.55
Stretch factor right: 518.88
delta: 0.1
nu_min: 0.5 1/ps
t_stop for s = 10000 ps: 214.6 ps
Runs whose first exit is not the winner: 0.15
Missed winners, simulated: 0.0026
Missed winners, quadrature: 0.00248
Worst-case miss per channel: 0.0298
Worst miss, prefactor nu_min/10: 0.387
Mean high-T time to stop: 282.2 ps
Mean reported low-T time: 2.173e+04 ps
Reported right-exit fraction: 0.0637
Extrapolated low-T mean exit time: 21573 ps
Direct low-T mean exit time: 19817 ps
Direct low-T mean exit time: 8.192e+08 atomic units
Low-T wall time with replicas: 2477.1 ps
Extrapolated/direct low-T rate: 0.9186
Extrapolated low-T right-exit prob.: 0.0614
Direct low-T right-exit prob.: 0.06046
Low-T time per high-T time: 77
OK
```
